# Phosphorescence by intensity borrowing: sublevel moments and the relaxation-averaged lifetime: a numerical check

```python
"""Phosphorescence of a triplet T1 by spin-orbit intensity borrowing.

Result under test (hartree atomic units):
  M_a^k = sum_n <S0|mu_a|Sn><Sn|Hso|T1^k>/(E_T1-E_Sn)
        + sum_m <S0|Hso|Tm^k><Tm|mu_a|T1>/(E_S0-E_Tm)
with n=0 and m=1 included; k = x,y,z labels the Cartesian triplet sublevel,
a the polarization, mu = -r the dipole operator, Hso the spin-orbit operator.
Leading sublevel rate: (4/3) alpha^3 omega^3 |M^k|^2.  Under fast spin-lattice
relaxation 1/tau = sum_k p_k rate_k, p_k being Boltzmann populations.
The next order in Hso adds a moment in phase with M; it is tested as well.
Example: planar formaldehyde, CASSCF(6,5)/6-31G*, one-electron Breit-Pauli
operator with bare nuclear charges.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from pyscf import gto, scf, mcscf, ao2mo, dft, lib

lib.num_threads(1)
alpha = const.fine_structure
time_au = const.physical_constants["atomic unit of time"][0]
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
hartree_cm = const.physical_constants[
    "hartree-inverse meter relationship"][0] / 100
axes = "xyz"

# ---------- molecule and orbitals ----------
r_co, r_ch, angle_hch = 2.40, 2.08, 120.0
half = np.radians(angle_hch / 2)
hy, hz = r_ch * np.sin(half), -r_ch * np.cos(half)
mol = gto.M(atom=[["C", (0, 0, 0)], ["O", (0, 0, r_co)],
                  ["H", (0, hy, hz)], ["H", (0, -hy, hz)]],
            unit="Bohr", basis="6-31g*", verbose=0)
mf = scf.RHF(mol).run(conv_tol=1e-11)
n_orb, n_el = 5, 6
mc = mcscf.CASSCF(mf, n_orb, n_el).state_average_([0.5, 0.5])
mc.conv_tol = 1e-9
mc.max_cycle_macro = 100
mc.kernel()
assert mc.converged
cas = mcscf.CASCI(mf, n_orb, n_el)
h1, e_core = cas.get_h1eff(mc.mo_coeff)
eri = ao2mo.restore(1, cas.get_h2eff(mc.mo_coeff), n_orb)
active = mc.mo_coeff[:, cas.ncore:cas.ncore + n_orb]

# ---------- (r x nabla)/r^3 integrals, weighted by nuclear charge ----------
w_ao = 0
for atom in range(mol.natm):
    with mol.with_rinv_origin(mol.atom_coord(atom)):
        w_ao = w_ao + mol.atom_charge(atom) * mol.intor(
            "int1e_prinvxp", comp=3)
w_act = np.einsum("kij,ip,jq->kpq", w_ao, active, active)
grid = dft.gen_grid.Grids(mol)
grid.level, grid.prune = 3, None
grid.build()
ao = dft.numint.eval_ao(mol, grid.coords, deriv=1)
orb = ao[0] @ active
grad = np.array([ao[i] @ active for i in (1, 2, 3)])
w_quad = np.zeros((3, n_orb, n_orb))
for atom in range(mol.natm):
    d = (grid.coords - mol.atom_coord(atom)).T
    weight = mol.atom_charge(atom) * grid.weights / np.sum(d**2, 0)**1.5
    for k in range(3):
        i, j = (k + 1) % 3, (k + 2) % 3
        rot = d[i][:, None] * grad[j] - d[j][:, None] * grad[i]
        w_quad[k] += (orb * weight[:, None]).T @ rot
# The quadrature also fixes the sign convention of the integral library.
w_act = w_act * np.sign(np.sum(w_act * w_quad))
quad_error = np.max(abs(w_act - w_quad)) / np.max(abs(w_act))
assert quad_error < 1e-3

# ---------- determinant space with every spin projection ----------
dets = [b for b in range(1 << 2 * n_orb) if bin(b).count("1") == n_el]
where = {b: i for i, b in enumerate(dets)}
dim = len(dets)
op = np.zeros((2 * n_orb, 2 * n_orb, dim, dim))
for p in range(2 * n_orb):
    for q in range(2 * n_orb):
        for col, b in enumerate(dets):
            if not b >> q & 1:
                continue
            hole = b ^ (1 << q)
            if hole >> p & 1:
                continue
            swaps = bin(b & ((1 << q) - 1)).count("1")
            swaps += bin(hole & ((1 << p) - 1)).count("1")
            op[p, q, where[hole | (1 << p)], col] = (-1)**swaps
op = op.reshape(n_orb, 2, n_orb, 2, dim, dim)
exc = op[:, 0, :, 0] + op[:, 1, :, 1]
h0 = np.tensordot(h1, exc, 2)
dressed = np.tensordot(eri, exc, axes=([2, 3], [0, 1]))
for p in range(n_orb):
    for q in range(n_orb):
        h0 += 0.5 * exc[p, q] @ dressed[p, q]
h0 -= 0.5 * np.tensordot(np.einsum("pqqs->ps", eri), exc, 2)

pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])


def one_body(orbital_matrix, spin_matrix):
    """Second-quantized one-electron operator: orbital part times spin part."""
    out = np.zeros((dim, dim), complex)
    for s in range(2):
        for t in range(2):
            if spin_matrix[s, t] != 0:
                out += spin_matrix[s, t] * np.tensordot(
                    orbital_matrix, op[:, s, :, t], 2)
    return out


spin = [one_body(np.eye(n_orb), pauli[k] / 2) for k in range(3)]
hso_k = [one_body(-0.5j * alpha**2 * w_act[k], pauli[k] / 2)
         for k in range(3)]
hso = sum(hso_k)
r_act = np.einsum("kij,ip,jq->kpq", mol.intor("int1e_r"), active, active)
mu = [-np.tensordot(r_act[a], exc, 2) for a in range(3)]

# ---------- spin-pure states ----------
s2 = sum(s @ s for s in spin)
ms0 = np.where(abs(np.diag(spin[2]).real) < 1e-12)[0]
block = np.ix_(ms0, ms0)
_, vec = np.linalg.eigh(h0[block] + 100 * s2[block].real)
states = np.zeros((dim, len(ms0)))
states[ms0] = vec
energy = np.einsum("ij,ij->j", states, h0 @ states)
s2_value = np.einsum("ij,ij->j", states, (s2 @ states).real)
n_s = int(np.sum(abs(s2_value) < 1e-6))
n_t = int(np.sum(abs(s2_value - 2) < 1e-6))
sing, e_s = states[:, :n_s], energy[:n_s]
tz, e_t = states[:, n_s:n_s + n_t], energy[n_s:n_s + n_t]
assert np.allclose(s2_value[n_s:n_s + n_t], 2, atol=1e-6)
assert np.allclose(np.sort(mc.e_states),
                   np.sort([e_s[0] + e_core, e_t[0] + e_core]), atol=1e-6)
trip = np.array([-1j * spin[1] @ tz, 1j * spin[0] @ tz, tz.astype(complex)])
for k in range(3):
    nxt, last = (k + 1) % 3, (k + 2) % 3
    assert np.allclose(spin[k] @ trip[k], 0, atol=1e-9)
    assert np.allclose(spin[k] @ trip[nxt], 1j * trip[last], atol=1e-9)
    for j in range(3):
        if j != k:
            assert np.max(abs(sing.T @ hso_k[j] @ trip[k])) < 1e-11
            for a in range(3):
                assert np.max(abs(trip[j].conj().T @ mu[a] @ trip[k])) < 1e-8
inside = np.array([[trip[j][:, 0].conj() @ hso @ trip[k][:, 0]
                    for k in range(3)] for j in range(3)])
assert np.max(abs(inside)) < 1e-9


def borrowed(dipole):
    """Terms of the two sums, indexed by sublevel, polarization and state."""
    s_terms = np.zeros((3, 3, n_s), complex)
    t_terms = np.zeros((3, 3, n_t), complex)
    for k in range(3):
        to_singlets = sing.T @ (hso @ trip[k][:, 0])
        to_triplets = (sing[:, 0] @ hso) @ trip[k]
        for a in range(3):
            d_s = (sing[:, 0] @ dipole[a]) @ sing
            d_t = trip[k].conj().T @ (dipole[a] @ trip[k][:, 0])
            s_terms[k, a] = d_s * to_singlets / (e_t[0] - e_s)
            t_terms[k, a] = to_triplets * d_t / (e_s[0] - e_t)
    return s_terms, t_terms


s_terms, t_terms = borrowed(mu)
if (s_terms[2, 2].sum() + t_terms[2, 2].sum()).imag < 0:
    trip[:, :, 0] *= -1
    s_terms, t_terms = borrowed(mu)
moment = s_terms.sum(2) + t_terms.sum(2)
biggest = np.max(abs(moment))
assert np.max(abs(moment.real)) < 1e-9 * max(1, biggest)
assert np.max(abs(moment - np.diag(np.diag(moment)))) < 1e-4 * biggest

# ---------- origin of coordinates ----------
shift = 10.0
mu_moved = [mu[0], mu[1], mu[2] + n_el * shift * np.eye(dim)]
s_moved, t_moved = borrowed(mu_moved)
assert np.allclose(s_moved.sum(2) + t_moved.sum(2), moment,
                   atol=1e-7 * biggest)
assert abs(s_moved[2, 2].sum() - s_terms[2, 2].sum()) > 0.1 * biggest


# ---------- diagonalization with spin-orbit coupling ----------
def full_moment(strength):
    """Moments between perturbed S0 and the perturbed T1 manifold."""
    _, u = np.linalg.eigh(h0 + strength * hso)
    ground = u[:, 0] * np.exp(-1j * np.angle(sing[:, 0] @ u[:, 0]))
    out = np.zeros((3, 3), complex)
    for k in range(3):
        t = u[:, 1:4] @ (u[:, 1:4].conj().T @ trip[k][:, 0])
        t /= np.linalg.norm(t)
        out[k] = [ground.conj() @ (mu[a] @ t) for a in range(3)]
    return out


step = 0.1
plus, minus = full_moment(step), full_moment(-step)
slope = (plus - minus) / (2 * step)
slope_error = [np.linalg.norm(slope[k] - moment[k])
               / np.linalg.norm(moment[k]) for k in range(3)]
assert max(slope_error) < 1e-3
# Second-order moment; time reversal makes it imaginary like the first order.
moment2 = (plus + minus) / (2 * step**2)
assert np.max(abs(moment2.real)) < 1e-3 * np.max(abs(moment2))

omega = e_t[0] - e_s[0]
to_rate = 4 / 3 * alpha**3 * omega**3 / time_au
rate = to_rate * np.sum(abs(moment)**2, 1)
rate_second = to_rate * np.sum(abs(moment + moment2)**2, 1)
e_full, u_full = np.linalg.eigh(h0 + hso)
rate_full = np.zeros(3)
for col in (1, 2, 3):
    weights = [abs(trip[k][:, 0].conj() @ u_full[:, col])**2
               for k in range(3)]
    k = int(np.argmax(weights))
    assert weights[k] > 0.99
    d = [u_full[:, 0].conj() @ (mu[a] @ u_full[:, col]) for a in range(3)]
    rate_full[k] = to_rate * np.sum(np.abs(d)**2)
# Prediction from weak coupling against true eigenstates at full coupling.
assert np.all(abs(rate_full - rate_second) < 0.01 * rate + 1e-4 * max(rate))

# ---------- emission prefactor from explicit modes of a periodic box ----------
radius, half_width = 60, 2.0
line = np.arange(-63, 64)
n_vec = np.array(np.meshgrid(line, line, line)).reshape(3, -1)
n_len = np.sqrt(np.sum(n_vec**2, 0))
keep = abs(n_len - radius) < half_width
n_vec, n_len = n_vec[:, keep], n_len[keep]
box = 2 * np.pi * radius / (alpha * omega)
test_m = moment[0] + 1j * moment[1] + moment[2]
transverse = np.sum(abs(test_m)**2) - abs(test_m @ (n_vec / n_len))**2
mode_omega = omega * n_len / radius
coupling2 = 2 * np.pi * mode_omega / box**3 * transverse
golden = 2 * np.pi * coupling2.sum() / (2 * half_width * omega / radius)
mode_ratio = golden / time_au / (to_rate * np.sum(abs(test_m)**2))
assert abs(mode_ratio - 1) < 0.01

# ---------- spin-lattice relaxation ----------
zfs_d, zfs_e = 0.50, 0.05
levels = np.array([zfs_d / 3 - zfs_e, zfs_d / 3 + zfs_e, -2 * zfs_d / 3])
k_cm = const.k / (const.h * const.c * 100)


def populations(temperature):
    f = np.exp(-(levels - levels.min()) / (k_cm * temperature))
    return f / f.sum()


def relaxation(p, scale):
    """Generator obeying detailed balance, with unequal exchange rates."""
    base = scale * np.array([[0, 1, 2], [1, 0, 3], [2, 3, 0.0]])
    jump = base * np.sqrt(p[:, None] / p[None, :])
    return np.diag(jump.sum(0)) - jump


def slowest(p, scale):
    return np.min(np.linalg.eigvals(np.diag(rate)
                                    + relaxation(p, scale)).real)


cold = 1.5
p_cold = populations(cold)
mean_cold = p_cold @ rate
fast = 100 * mean_cold
root = np.sqrt(p_cold)
r_sym = relaxation(p_cold, fast) * root[None, :] / root[:, None]
assert np.allclose(r_sym, r_sym.T, atol=1e-9 * fast)
q_vec = (rate - mean_cold) * root
second = q_vec @ np.linalg.pinv(r_sym, rcond=1e-10) @ q_vec
deficit = mean_cold - slowest(p_cold, fast)
assert abs(deficit - second) < 0.05 * second
p_warm = populations(300.0)
mean_warm = p_warm @ rate
tau_high = 3 / rate.sum()
assert abs(mean_warm * tau_high - 1) < 0.01
survive = expm(-(np.diag(rate) + relaxation(p_warm, 1000 * mean_warm))
               / mean_warm) @ np.array([0, 0, 1.0])
assert abs(survive.sum() - np.exp(-1)) < 0.01
scales = [0.01, 0.1, 1.0, 10.0, 100.0]
slow_rates = [slowest(p_warm, s * mean_warm) for s in scales]
assert np.all(np.diff(slow_rates) > 0) and slow_rates[-1] < mean_warm

# ---------- numbers for the text ----------
print(f"CO, CH lengths: {r_co:.2f}, {r_ch:.2f} bohr; HCH {angle_hch:.0f} deg")
print(f"determinants {dim}; singlets {n_s}; triplets {n_t}")
print(f"E(S0) = {e_s[0] + e_core:.6f} hartree")
print(f"omega = E(T1)-E(S0) = {omega:.6f} hartree = "
      f"{omega * hartree_ev:.3f} eV")
print(f"E(S1)-E(S0) = {e_s[1] - e_s[0]:.6f} hartree")
mu_diff = (trip[2][:, 0].conj() @ mu[2] @ trip[2][:, 0]
           - sing[:, 0] @ mu[2] @ sing[:, 0]).real
print(f"mu_z(T1)-mu_z(S0) = {mu_diff:.5f} a.u.")
direct = (sing[:, 0] @ hso @ trip[2][:, 0]).imag
print(f"Im <S0|Hso|T1^z> = {direct:.5e} hartree = "
      f"{direct * hartree_cm:.2f} cm^-1")
print("Im M along own axis (a.u.): dipole difference, singlets n>0,"
      " triplets m>1, total")
for k in range(3):
    diff = s_terms[k, k, 0] + t_terms[k, k, 0]
    print(f"  T{axes[k]}: {diff.imag:.4e}, {s_terms[k, k, 1:].sum().imag:.4e},"
          f" {t_terms[k, k, 1:].sum().imag:.4e}, {moment[k, k].imag:.4e}")
print("leading singlet n>0: E-E(S0) (hartree), Im <Sn|Hso|T1^k> (hartree),"
      " <S0|mu_k|Sn> (a.u.), Im term (a.u.)")
for k in range(3):
    n = 1 + int(np.argmax(abs(s_terms[k, k, 1:])))
    v = (sing[:, n] @ hso @ trip[k][:, 0]).imag
    d = sing[:, 0] @ mu[k] @ sing[:, n]
    print(f"  T{axes[k]}: n={n}, {e_s[n] - e_s[0]:.5f}, {v:.4e}, {d:.5f},"
          f" {s_terms[k, k, n].imag:.4e}")
print(f"full singlet sum for Tz, Im: {s_terms[2, 2].sum().imag:.4e} a.u.;"
      f" origin moved {shift:.0f} bohr: {s_moved[2, 2].sum().imag:.4e} a.u.")
print(f"total for Tz after the move, Im: "
      f"{(s_moved[2, 2].sum() + t_moved[2, 2].sum()).imag:.4e} a.u.")
print("first-order rate (s^-1) and lifetime (s)")
for k in range(3):
    print(f"  T{axes[k]}: {rate[k]:.5g}, {1 / rate[k]:.5g}")
print("Im second-order moment (a.u.), rate with it (s^-1),"
      " rate by full diagonalization (s^-1)")
for k in range(3):
    print(f"  T{axes[k]}: {moment2[k, k].imag:.4e}, {rate_second[k]:.5g},"
          f" {rate_full[k]:.5g}")
print(f"largest relative error of first-order M against the slope: "
      f"{max(slope_error):.1e}")
print(f"spin-orbit integral error against quadrature: {quad_error:.1e}")
print(f"box-mode rate / formula: {mode_ratio:.5f}")
print(f"high-temperature mean rate {rate.sum() / 3:.5g} s^-1,"
      f" lifetime {tau_high:.5g} s")
print(f"same lifetime from full diagonalization: "
      f"{3 / rate_full.sum():.5g} s")
print(f"arithmetic mean of the three lifetimes: {np.mean(1 / rate):.5g} s")
print(f"model D = {zfs_d:.2f} cm^-1, E = {zfs_e:.2f} cm^-1")
for temp in (300.0, 77.0, cold):
    p = populations(temp)
    print(f"T = {temp:.1f} K: p(x,y,z) = {p[0]:.5f}, {p[1]:.5f}, {p[2]:.5f};"
          f" fast-limit lifetime {1 / (p @ rate):.5g} s")
print("300 K, exchange scale / mean rate: lifetime of slowest decay (s)")
for s, lam in zip(scales, slow_rates):
    print(f"  {s:g}: {1 / lam:.5g}")
print(f"{cold} K, scale 100: rate deficit {deficit:.4e} s^-1,"
      f" second-order formula {second:.4e} s^-1")
print("success")
```

It prints:

```
CO, CH lengths: 2.40, 2.08 bohr; HCH 120 deg
determinants 210; singlets 50; triplets 45
E(S0) = -113.927351 hartree
omega = E(T1)-E(S0) = 0.128551 hartree = 3.498 eV
E(S1)-E(S0) = 0.141658 hartree
mu_z(T1)-mu_z(S0) = 0.48684 a.u.
Im <S0|Hso|T1^z> = -4.80400e-04 hartree = -105.44 cm^-1
Im M along own axis (a.u.): dipole difference, singlets n>0, triplets m>1, total
  Tx: 1.8255e-31, -8.2541e-05, -2.0781e-04, -2.9035e-04
  Ty: 5.0009e-31, -4.6020e-06, 1.7085e-04, 1.6625e-04
  Tz: 1.8193e-03, 7.2536e-04, 2.9103e-05, 2.5738e-03
leading singlet n>0: E-E(S0) (hartree), Im <Sn|Hso|T1^k> (hartree), <S0|mu_k|Sn> (a.u.), Im term (a.u.)
  Tx: n=4, 0.53269, -3.5489e-04, -0.10033, -8.8100e-05
  Ty: n=7, 0.78819, 3.1510e-04, 0.01991, -9.5110e-06
  Tz: n=2, 0.41704, -1.6331e-04, 1.01862, 5.7663e-04
full singlet sum for Tz, Im: 3.8134e-02 a.u.; origin moved 10 bohr: -1.8609e-01 a.u.
total for Tz after the move, Im: 2.5738e-03 a.u.
first-order rate (s^-1) and lifetime (s)
  Tx: 3.8361, 0.26068
  Ty: 1.2577, 0.7951
  Tz: 301.44, 0.0033174
Im second-order moment (a.u.), rate with it (s^-1), rate by full diagonalization (s^-1)
  Tx: 3.1481e-06, 3.7534, 3.7533
  Ty: 1.6738e-07, 1.2602, 1.2601
  Tz: -3.2001e-07, 301.36, 301.35
largest relative error of first-order M against the slope: 5.5e-07
spin-orbit integral error against quadrature: 4.3e-07
box-mode rate / formula: 1.00110
high-temperature mean rate 102.18 s^-1, lifetime 0.009787 s
same lifetime from full diagonalization: 0.0097923 s
arithmetic mean of the three lifetimes: 0.35303 s
model D = 0.50 cm^-1, E = 0.05 cm^-1
T = 300.0 K: p(x,y,z) = 0.33315, 0.33299, 0.33387; fast-limit lifetime 0.0097717 s
T = 77.0 K: p(x,y,z) = 0.33260, 0.33198, 0.33541; fast-limit lifetime 0.0097277 s
T = 1.5 K: p(x,y,z) = 0.29000, 0.26347, 0.44653; fast-limit lifetime 0.0073506 s
300 K, exchange scale / mean rate: lifetime of slowest decay (s)
  0.01: 0.20821
  0.1: 0.042008
  1: 0.01257
  10: 0.010027
  100: 0.0097969
1.5 K, scale 100: rate deficit 2.3582e-01 s^-1, second-order formula 2.3589e-01 s^-1
success
```
